# The Long-Time Limit of the Well-Tempered Metadynamics Bias, part 2

A molecular system at temperature \(T\) has a periodic angle \(s\), recorded on \(N\) equally spaced grid points \(s_i\), and other coordinates \(y\). Well-tempered metadynamics builds up a bias energy \(V\) that depends on \(s\) alone. A hill placed at grid point \(j\) changes it by

\[
V_i\;\to\;V_i+w\,e^{-V_j/(k_B\Delta T)}\,G_{ij}.
\]

Here \(w\) is an energy, \(n\) counts hills, \(\beta=1/(k_BT)\), \(\gamma=(T+\Delta T)/T\) is the bias factor, and \(F_i\) is the free energy of \(s\) at \(T\). The hills \(G_{ij}\) are periodic Gaussians of width \(\sigma\), with equal row sums \(g=\sum_jG_{ij}\). The Fourier modes \(e^{ims_j}\) are eigenvectors of \(G\), with eigenvalues

\[
\hat g_m=\frac{N\sigma}{\sqrt{2\pi}}\sum_{l=-\infty}^{\infty}e^{-(m+lN)^2\sigma^2/2}>0,\qquad \hat g_0=g .
\]

The averaged growth law assumes that hill centres follow the equilibrium distribution at the current bias, \(p_i=e^{-\beta(F_i+V_i)}/Z_V\), with \(Z_V=\sum_je^{-\beta(F_j+V_j)}\). With \(\kappa=\beta+1/(k_B\Delta T)=\beta\gamma/(\gamma-1)\), it gives

\[
V_i=c-\left(1-\frac1\gamma\right)F_i+\varphi_i,\qquad \varphi_i\to0,
\]

\[
\frac{dc}{dn}=\frac{wg}{Z_V}e^{-\kappa c},\qquad
\frac{d\varphi_i}{dc}=\frac1g\sum_jG_{ij}\left(e^{-\kappa\varphi_j}-1\right).
\]

The uniform offset \(c\) grows without bound from any finite \(c(0)\). We also write \(\Phi_i=V_i+(1-1/\gamma)F_i=c+\varphi_i\). When \(\Phi\) is uniform, bias is deposited at the same average rate everywhere (part (c)). The convergence proof in part (e) shows that \(H=\frac12\sum_{ij}\varphi_i\,(G^{-1})_{ij}\,\varphi_j\) decreases to zero.

Part (f) found the limiting distribution

\[
p_i\to\frac{e^{-F_i/(\gamma k_BT)}}{Z_\gamma},\qquad Z_\gamma=\sum_je^{-F_j/(\gamma k_BT)},
\]

while \(y\) at given \(s\) keeps its unbiased distribution at \(T\). Its model is

\[
U(s,y)=U_0(s)+\tfrac12K(s)y^2,\qquad K(s)=k_0e^{b\cos s},
\]

whose free energy at a temperature \(T'\) is

\[
F(s;T')=U_0(s)+\frac{k_BT'}2\ln\frac{K(s)}{k_0}=U_0(s)+\frac{k_BT'}2\,b\cos s .
\]

Heating the whole system to \(\gamma T\) would instead give \(s\) a distribution proportional to \(e^{-F(s;\gamma T)/(\gamma k_BT)}\).

The example uses this model with \(U_0(s)=\frac A2(1-\cos2s)+\frac B2(1-\cos s)\), \(A=24\) zJ, \(B=10\) zJ, \(k_0=1.0\) N/m, \(b=1.5\), \(T=300\) K, \(\gamma=6\), \(w=2.0\) zJ, \(\sigma=0.25\) rad and \(N=36\), where \(1\ \text{zJ}=10^{-21}\ \text{J}\).

### (g) How does the offset grow, and is the averaging justified?

*Find \(c(n)\) at large \(n\), and the height of the hills.*

**Solution.** From part (f), \(Z_V=e^{-\beta c}\sum_je^{-\beta F_j/\gamma-\beta\varphi_j}\), which approaches \(e^{-\beta c}Z_\gamma\). In the equation for \(c\) the exponents combine as \(-\kappa c+\beta c=-c/(k_B\Delta T)\), so at late times

\[
\frac{dc}{dn}\simeq\frac{wg}{Z_\gamma}e^{-c/(k_B\Delta T)},\qquad
\frac{d}{dn}e^{c/(k_B\Delta T)}\simeq\frac{wg}{k_B\Delta T\,Z_\gamma},
\]

where the relative error tends to zero. Integration gives

\[
c(n)\simeq k_B\Delta T\,\ln\frac{wg\,n}{k_B\Delta T\,Z_\gamma}.
\]

The starting value adds a constant to \(e^{c/(k_B\Delta T)}\), which becomes negligible beside the term proportional to \(n\).

The height of a new hill at point \(j\) is \(w\,e^{-V_j/(k_B\Delta T)}\). Inserting the limiting bias and using \((1-1/\gamma)/(k_B\Delta T)=1/(\gamma k_BT)\), we obtain

\[
w\,e^{-c/(k_B\Delta T)}\,e^{F_j/(\gamma k_BT)}\simeq\frac{k_B\Delta T\,Z_\gamma}{g\,n}\,e^{F_j/(\gamma k_BT)} .
\]

Hills are taller where \(F\) is high, and such places are visited less often. The product of this height with \(p_j\) is \(k_B\Delta T/(gn)\), the same at every point. This is the uniform deposition found in part (c).

The decay as \(1/n\) supports the averaged growth law. Between \(n\) and \((1+\epsilon)n\) hills, the offset rises by \(k_B\Delta T\ln(1+\epsilon)\), and the change of shape is bounded as follows. Each of the \(\epsilon n\) hills has a height of about \(k_B\Delta T/(gn\,p_j)\). Even if all of them fell on the least visited point \(j\), with probability \(p_{\min}\), the bias would change by no more than about \(\epsilon k_B\Delta T\,G_{jj}/(g\,p_{\min})\). This is proportional to \(\epsilon\), with a coefficient that does not depend on \(n\). The coefficient can be large: in the example of part (j), \(p_{\min}=0.016\) and it is about 360 zJ, or \(86\,k_BT\), so this worst-case bound is small against \(k_BT\) only for \(\epsilon\) well below 0.01. For small \(\epsilon\) the system thus moves in a nearly fixed bias, while the number \(\epsilon n\) of hills over which the average is taken grows without limit. If the relaxation time stays finite, the average over hill centres approaches the equilibrium average. This is an argument for self-consistency and not a proof for the random process; the simulations in part (j) examine the random process directly.

### (h) How fast does the error of the shape decay?

*Treat small deviations, \(\kappa|\varphi_i|\ll1\), to leading order.*

**Solution.** With \(e^{-\kappa\varphi_j}-1\simeq-\kappa\varphi_j\), the deviation obeys

\[
\frac{d\varphi_i}{dc}=-\frac\kappa g\sum_jG_{ij}\varphi_j .
\]

A Fourier mode \(m\) is an eigenvector of \(G\) with eigenvalue \(\hat g_m\), so its amplitude is proportional to \(e^{-\kappa c\,\hat g_m/g}\). By part (g), \(c=k_B\Delta T\ln n+\text{constant}\), and

\[
\kappa\,k_B\Delta T=\frac{\beta\gamma}{\gamma-1}\cdot\frac{\gamma-1}{\beta}=\gamma .
\]

The amplitude therefore decays as

\[
\varphi_m\propto n^{-\gamma\hat g_m/g},\qquad \frac{\hat g_m}{g}\simeq e^{-m^2\sigma^2/2} .
\]

The last expression keeps the largest term of each eigenvalue sum. It is accurate when \(N\sigma\gg1\) and \(m\) is well below \(N/2\).

The hill width, absent from the limit, governs the speed. An error that varies over distances much shorter than \(\sigma\) can hardly be corrected by hills of width \(\sigma\), and its exponent is close to zero. On a fixed grid all exponents are positive. As the grid is refined, modes with ever smaller exponents appear, so convergence is not equally fast for all of them. The law is linear in \(\varphi\), and it treats the modes as independent. The next term of the expansion, \(\tfrac12\kappa^2\varphi_j^2\), contains products of two modes \(k\) and \(l\), which feed the modes \(k\pm l\) and decay with the sum of the two exponents. A fast long-wave mode therefore follows its own exponent only until it has fallen to the level of this second-order source, and from then on it decays as slowly as the source. For \(\gamma=6\) and \(\sigma=0.25\), modes 10 and 11 feed mode 1 with the exponent \(0.26+0.14=0.40\), whereas its own exponent is 5.8. The law describes the averaged growth; the random scatter of a single simulation comes in addition.

### (i) How is \(F\) recovered, and where does the result fail?

**Solution.** Solving the limiting bias for \(F\) gives, for two points \(i\) and \(j\),

\[
F_i-F_j=-\frac{\gamma}{\gamma-1}\,(V_i-V_j) .
\]

The offset cancels in the difference. An error of the bias is multiplied by \(\gamma/(\gamma-1)\), which is large when \(\gamma\) is close to 1.

For \(\gamma\to1\) the limiting bias vanishes and \(s\) keeps its ordinary distribution at \(T\). For \(\gamma\to\infty\) the limiting bias is \(-F\) and \(s\) is sampled uniformly. In that second limit \(\Delta T\) is infinite and the hills keep the height \(w\), so the argument of part (g) for the averaged growth law is lost: each new hill disturbs the bias as much as the earlier ones did.

The periodicity of \(s\) was used for the equal row sums. Suppose instead that \(s\) ends at a hard wall and that the parts of hills beyond it are discarded. If \(\Phi\) is uniform, the growth at \(i\) is proportional to \(\sum_jG_{ij}\). At the wall this sum contains the central term and one side only. For hills much wider than the grid spacing it is about half the value in the interior. The shape \(-(1-1/\gamma)F\) then no longer grows uniformly near the wall, and it is not the limit there.

### (j) A two-well angle

*Apply the results to the model of part (f) with*

\[
U_0(s)=\frac A2(1-\cos2s)+\frac B2(1-\cos s),
\]

*\(A=24\) zJ, \(B=10\) zJ, \(k_0=1.0\) N/m, \(b=1.5\), \(T=300\) K and \(\gamma=6\), where \(1\ \text{zJ}=10^{-21}\ \text{J}\). The hills have \(w=2.0\) zJ and \(\sigma=0.25\) rad, on 36 grid points.*

**Solution.** Here \(k_BT=4.142\) zJ and \(k_B\Delta T=5\times4.142=20.71\) zJ. The entropic term of \(F\) is \(\tfrac12(4.142)(1.5)\cos s=3.106\cos s\) zJ. The highest grid points lie at \(90^\circ\) and, by symmetry, at \(270^\circ\). The lowest lies at \(s=0\), and we set the zero of \(F\) there, \(F(0)=0\); this choice fixes the values of \(Z_\gamma\) and \(c\) given below. Relative to \(s=0\),

\[
F(90^\circ)-F(0)=24+5-3.106=25.89\ \text{zJ}=15.59\ \text{kJ/mol},
\]

\[
F(180^\circ)-F(0)=10-2(3.106)=3.79\ \text{zJ}=2.28\ \text{kJ/mol}.
\]

The barrier is about \(6.3\,k_BT\). Under the limiting bias \(25.89/6=4.32\) zJ remain, about \(1.0\,k_BT\), which is easily crossed.

**Averaged growth.** The growth law was integrated numerically from \(V=0\), with \(c(0)\) equal to the grid average of \(\Phi\). The largest \(|\varphi_i|\) fell from 11.6 zJ at the start to 1.7 zJ after 100 hills and 0.005 zJ after 1000. The function \(H\) fell from each printed value of \(n\) to the next, from \(290\ \text{zJ}^2\) at the start to \(4.5\times10^{-8}\ \text{zJ}^2\) at \(n=10^6\), as the proof requires. For the offset at \(n=10^6\), with \(g=3.5905\) and \(Z_\gamma=21.839\),

\[
c=20.71\,\ln\frac{2.0\times3.5905\times10^6}{20.71\times21.839}\ \text{zJ}=200.32\ \text{zJ},
\]

in agreement with the integration to about 0.002 zJ.

The decay exponents were tested by adding one small Fourier mode at a time to the limiting shape. For \(m=1\), 3 and 6 the formula \(6e^{-m^2\sigma^2/2}\) gives 5.815, 4.529 and 1.948, and the integration reproduces these values to within 0.0002.

Between \(n=10^4\) and \(10^6\) the largest deviation fell only from \(1.2\times10^{-4}\) to \(3.5\times10^{-5}\) zJ, which corresponds to an average exponent of 0.27. The formula gives 0.26 for \(m=10\). The closeness of the two numbers does not single out this mode. The remaining error is a mixture of short-wave modes, mainly \(m=6\), 8 and 10 at \(n=10^4\) and \(m=10\) and 12 at \(n=10^6\). Their exponents run from 1.9 for \(m=6\) to 0.07 for \(m=12\), so 0.27 is an average over a changing mixture. At this size it has no practical importance.

**Random hills.** The averaged law was then set aside. In 200 independent Metropolis simulations, \(s\) and \(y\) moved at 300 K and each run placed 6000 hills. Between two hills each run made ten sweeps, each consisting of a trial jump of \(s\) by up to five grid points (\(50^\circ\)) and a trial shift of \(y\) by up to 0.15 nm. With jumps this long, successive hill centres are only weakly correlated. The single-run scatter quoted below belongs to this fast motion; with jumps of one grid point it is two to three times as large. By part (g), a hill at the minimum of \(F\) has at the end a height of about

\[
\frac{20.71\times21.84}{3.5905\times6000}\ \text{zJ}=0.021\ \text{zJ},
\]

or half a percent of \(k_BT\).

Apart from the offset, the bias averaged over all runs differs from \(-(1-1/\gamma)F\) by 0.028 zJ (root mean square over the grid). Its distance from \(-F\) is 1.43 zJ, so the factor \(1-1/\gamma\) is clearly resolved. A single run has an error of 0.31 zJ. Independent scatter of this size would leave \(0.31/\sqrt{200}=0.022\) zJ in the average, close to the value found.

The estimator of part (i), with \(\gamma/(\gamma-1)=1.2\), gives:

- barrier: \(25.88\pm0.04\) zJ, or 15.59 kJ/mol;
- well difference: \(3.85\pm0.04\) zJ, or 2.32 kJ/mol.

The uncertainties are standard errors over the runs. The first value agrees with the 25.89 zJ calculated above. The second lies 1.8 standard errors above 3.79 zJ, which is compatible with chance but does not exclude a small systematic error. A single run scatters by 0.6 zJ in the barrier and 0.5 zJ in the well difference.

**Temperatures.** A histogram of \(s\) was collected in the second half of the runs. Its distance from a predicted distribution \(p\) is measured by \(\tfrac12\sum_i|p_i^{\rm sim}-p_i|\), which is 0 for equal distributions and 1 for distributions without overlap. The distance is 0.003 from \(e^{-F/(\gamma k_BT)}/Z_\gamma\), and 0.22 from the distribution of a system heated as a whole to 1800 K. A straight-line fit of \(\ln p_i^{\rm sim}\) against \(F_i\) gives 1795 K for \(s\), close to \(\gamma T=1800\) K. The mean energy of the spring, set equal to \(\tfrac12k_BT_y\), gives \(T_y=301\) K. The angle is thus distributed as at 1800 K on the free-energy profile of 300 K, while the coordinate coupled to it remains at the bath temperature. The full set of values is in the numerical output below.

## Table of computed values

```
bath temperature T = 300 K, bias factor gamma = 6
gamma*T = 1800 K, DeltaT = 1500 K
kB*T = 4.1419 zJ, kB*DeltaT = 20.7097 zJ
kappa = 0.28972 1/zJ
model: A = 24 zJ, B = 10 zJ, k0 = 1.0 N/m, b = 1.5
hills: w = 2.0 zJ, sigma = 0.25 rad, grid points = 36
kernel sum g = 3.5905, Z_gamma = 21.8393
barrier top at s = 90 degrees
barrier of F from s=0: 25.894 zJ = 15.593 kJ/mol
F(180 deg)-F(0): 3.787 zJ = 2.281 kJ/mol
barrier left under the limiting bias: 4.316 zJ
averaged growth law from zero bias:
  n = 0: max |phi| = 1.158e+01 zJ, H = 2.905e+02 zJ^2
  n = 1: max |phi| = 1.078e+01 zJ, H = 2.740e+02 zJ^2
  n = 100: max |phi| = 1.728e+00 zJ, H = 3.591e+00 zJ^2
  n = 1000: max |phi| = 4.888e-03 zJ, H = 9.369e-05 zJ^2
  n = 10000: max |phi| = 1.201e-04 zJ, H = 3.333e-07 zJ^2
  n = 1000000: max |phi| = 3.463e-05 zJ, H = 4.510e-08 zJ^2
offset at n = 1e6: integrated 200.3197 zJ, formula 200.3175 zJ
decay exponent, mode 1: measured 5.8155, formula 5.8154
decay exponent, mode 3: measured 4.5291, formula 4.5290
decay exponent, mode 6: measured 1.9479, formula 1.9479
simulations: 200 runs, 6000 hills each, 10 sweeps per hill
rms error of run-averaged bias shape: 0.028 zJ
rms error of a single run's bias shape: 0.314 zJ
rms distance of run-averaged bias from -F: 1.434 zJ
recovered barrier: 25.880 zJ = 15.585 kJ/mol
  standard error 0.044 zJ, single-run spread 0.628 zJ
recovered F(180 deg)-F(0): 3.854 zJ = 2.321 kJ/mol
  standard error 0.038 zJ, single-run spread 0.535 zJ
total variation distance, s at gamma*T with F(T): 0.0027
total variation distance, whole system at gamma*T: 0.2206
temperature fitted to the histogram of s: 1795 K
temperature of hidden displacement y: 300.6 K
```
